# Why one ring intensity spectrum allows two propagation losses

When a fitted ring resonance is converted into a propagation loss, one decision settles the result: which of the two fitted amplitudes goes into the logarithm. In the example below, one choice gives 2.0 dB/cm and the other 4.8 dB/cm. Both reproduce the same intensity spectrum, so a better fit cannot make the decision.

## The ring and its conventions

A bus waveguide is coupled at one place to a single-mode ring of length $L$. The coupler is lossless, light travels one way round the ring, and the response is linear. The time factor is $e^{-i\omega t}$, so propagation multiplies a field by a phase factor with positive exponent. The symbols are:

- $r$, the coupler's field self-coupling, and $k$, its field cross-coupling, with $r^2+k^2=1$;
- $a$, the factor by which the field amplitude falls in one round trip;
- $\phi$, the round-trip phase, counted from a resonance;
- $u$, the ring field just after the coupler, and $c$, the ring field returning to it.

Both $a$ and $r$ lie between 0 and 1. For a loss $\ell$ in dB/cm and $L$ in cm,

$$a=10^{-\ell L/20},\qquad \ell=-\frac{20}{L}\log_{10}a .$$

For unit input, the coupler and the round trip give

$$u=ik+rc,\qquad c=ae^{i\phi}u,\qquad t=r+ikc .$$

Inserting the second equation into the first gives $u=ik/(1-rae^{i\phi})$. The output field is then

$$t=r-\frac{k^2ae^{i\phi}}{1-rae^{i\phi}}
=\frac{r-(r^2+k^2)ae^{i\phi}}{1-rae^{i\phi}}
=\frac{r-ae^{i\phi}}{1-rae^{i\phi}} .$$

The detector records $T=|t|^2$.

## The counter-example

Device A is a silicon ring with $L=0.2$ cm, a loss of 2 dB/cm and a power coupling $k^2=0.20$. Its amplitudes are

$$a=10^{-0.02}=0.95499,\qquad r=\sqrt{0.80}=0.89443 .$$

Device B has the same length, but the two values are exchanged: $a=0.89443$ and $r=0.95499$. Its power coupling is $1-0.95499^2=0.088$, and its loss is

$$\ell_B=-\frac{20}{0.2}\log_{10}(0.89443)=4.846\ \text{dB/cm}.$$

The product $ra=0.85417$ is common to both. On resonance,

$$t_A=\frac{0.89443-0.95499}{1-0.85417}=-0.415,\qquad t_B=+0.415 .$$

The fields have opposite signs and the intensities agree: $T=0.1725$. The agreement extends over the whole spectrum. Solving the wave equations directly for both devices at 801 phases across one free spectral range gives intensities that differ by at most $2\times10^{-15}$, which is rounding error.

Noise does not help. Independent Gaussian noise of standard deviation 0.005 was added to the spectrum of A, and $a$ and $r$ were fitted from two starting points, one on each side of $a=r$. The results were $2.003\pm0.004$ and $4.825\pm0.014$ dB/cm, with the same root-mean-square residual, 0.00493. Each error bar comes from the curvature of the misfit around one minimum. It measures the scatter within that solution and contains no information about the other one.

## The correct statement

**For this model, the intensity spectrum over one free spectral range determines the unordered pair $\{a,r\}$, and does not determine which member is $a$. If $a\ne r$, two propagation losses are compatible with it; if $a=r$, there is one.**

The spectrum therefore carries a good deal of information: it narrows the loss to two values. What is missing is a single binary choice.

### Why the exchange leaves the intensity unchanged

Power conservation at the coupler reads $1+|c|^2=|t|^2+|u|^2$. Since $|c|^2=a^2|u|^2$,

$$1-T=(1-a^2)|u|^2 .$$

The missing power is the fraction lost per round trip times the power in the ring. With $|u|^2=(1-r^2)/|1-rae^{i\phi}|^2$ this becomes

$$1-T=\frac{(1-a^2)(1-r^2)}{1+r^2a^2-2ra\cos\phi}. \tag{1}$$

Exchanging $a$ and $r$ swaps the two factors in the numerator and leaves the denominator alone. A ring that loses more but is fed less removes the same power from the bus. In device A the power in the ring on resonance is 9.405 times the input, in device B 4.138 times. The removed fractions are $0.088\times9.405$ and $0.200\times4.138$, both 0.83.

Equation (1) holds separately at each wavelength. The exchange therefore survives when $a$ and $r$ vary with wavelength: at each wavelength the two values can be swapped. If the two curves cross, they can even be swapped on one side of the crossing only, without a jump in either.

### Why there is no third solution

Write $p=ra$ and $K=(1-a^2)(1-r^2)$. The reciprocal of (1) is

$$\frac{1}{1-T}=\frac{1+p^2}{K}-\frac{2p}{K}\cos\phi .$$

The spectrum fixes the constant term and the coefficient of $\cos\phi$. The ratio of their magnitudes is

$$\frac{1+p^2}{2p}=\frac12\left(p+\frac1p\right).$$

Its derivative, $(1-1/p^2)/2$, is negative for $0<p<1$, so each value of the ratio belongs to one $p$. The coefficient of $\cos\phi$ then gives $K$. Expanding $K=1-a^2-r^2+p^2$ yields

$$a^2+r^2=1+p^2-K,\qquad a^2r^2=p^2 .$$

With their sum and product known, $a^2$ and $r^2$ are the two roots of

$$x^2-(1+p^2-K)x+p^2=0 .$$

The roots are fixed; their labels are not. This proves the statement. As a numerical test, noise-free fits were started from 20 random points: 9 ended at the true pair, 11 at the exchanged pair, and none elsewhere.

An unknown overall scale $C$ does not alter the conclusion. With $x=\cos\phi$, the measured signal is

$$CT=C-\frac{CK/(2p)}{(1+p^2)/(2p)-x}.$$

This is a rational function of $x$. The position of its pole fixes $p$, the strength of the pole fixes $CK$, and the remaining constant is $C$. Setting the largest measured value to one is a different matter: midway between resonances $T=[(a+r)/(1+p)]^2$, which is 0.995 in the example, not 1.

## Reading the pair from a dip

Two features of the dip suffice if the scale is known. The denominator of (1) can be written as $(1-p)^2+4p\sin^2(\phi/2)$. Measured from $T=1$, the depth falls to half its maximum when this denominator doubles, at a phase $\phi_h$ with

$$4p\sin^2(\phi_h/2)=(1-p)^2 .$$

With $s=\sin(\phi_h/2)$, the positive square root is $2s\sqrt p=1-p$. This is a quadratic equation for $\sqrt p$, whose positive solution is

$$\sqrt p=\sqrt{1+s^2}-s .$$

A half-depth point requires $s<1$, hence $\sqrt p>\sqrt2-1$ or $p>3-2\sqrt2\approx0.17$. For smaller $p$ there is no half-depth point, and another feature, such as the maximum of $T$, must take its place.

The minimum supplies the difference of the amplitudes:

$$d=|a-r|=(1-p)\sqrt{T_{\min}} .$$

Since $(a+r)^2=(a-r)^2+4ar=d^2+4p$, the two members of the pair are

$$\frac{\sqrt{d^2+4p}+d}{2}\quad\text{and}\quad\frac{\sqrt{d^2+4p}-d}{2}.$$

The ambiguity enters through the square root of $T_{\min}$, which discards the sign of $a-r$.

For device A, $\phi_h=0.15795$ rad and $T_{\min}=0.17249$. Then $s=0.0789$, $p=0.8542$ and $d=0.1458\times0.4153=0.0606$. The pair is 0.9550 and 0.8944, as it should be.

Converting wavelength into phase requires the free spectral range. At 1550 nm, with a group index of 4.2,

$$\Delta\lambda_{\rm FSR}=\frac{\lambda^2}{n_gL}=0.286\ \text{nm},$$

and the full width at half depth is $0.286\,\phi_h/\pi$ nm, or 14.4 pm.

**Weak loss and weak coupling.** Let $A=1-a^2$ be the power fraction lost per round trip, with $A$ and $k^2$ both small. To first order $a\approx1-A/2$ and $r\approx1-k^2/2$, so $1-p\approx(A+k^2)/2$ and $a-r\approx(k^2-A)/2$. Therefore

$$2\phi_h\approx A+k^2,\qquad T_{\min}\approx\left(\frac{k^2-A}{k^2+A}\right)^2 .$$

The width gives the sum of the two ways in which the ring loses power, and the depth gives the size of their difference. Neither says which is larger. Device A lies outside the range of these first-order forms: its $2\phi_h$ is 0.316 against $A+k^2=0.288$, and its $T_{\min}$ is 0.172 against 0.151.

**Critical coupling.** As $a$ approaches $r$, the minimum goes to zero and the two losses merge. Their separation is $(20/L)\,|\log_{10}(a/r)|$. Close to this point the ambiguity may be smaller than the accuracy required, and the choice then has little effect.

## What makes the choice

**Phase.** Set $z=e^{i\phi}$, so that $t=(r-az)/(1-raz)$. The pole at $z=1/(ra)$ lies outside the unit circle. The zero at $z=r/a$ lies inside it if $a>r$ and outside if $a<r$. By the argument principle, the phase of $t$ advances by $2\pi$ over one free spectral range in the first case (overcoupling) and by zero in the second (undercoupling).

The slope of the phase on resonance also carries the sign. Differentiating $\ln t$ at $\phi=0$ and taking the imaginary part gives

$$\frac{d\arg t}{d\phi}=\frac{a}{a-r}+\frac{ra}{1-ra}
=\frac{a(1-ra+ra-r^2)}{(a-r)(1-ra)}
=\frac{a(1-r^2)}{(a-r)(1-ra)} .$$

The group delay is this slope times the round-trip time $n_gL/c_0=28.0$ ps, where $c_0$ is the speed of light in vacuum. It is $+606$ ps for device A and $-250$ ps for device B. The delay of the bus waveguide must be subtracted before the sign is read.

**A second coupling strength.** Define the loss that a coupler imitates,

$$\ell_c=-\frac{20}{L}\log_{10}r=-\frac{10}{L}\log_{10}(1-k^2).$$

Each ring returns the pair $\{\ell,\ell_c\}$. A second ring with the same length and loss but $k^2=0.35$ returns 2.000 and 9.354 dB/cm. The first returned 2.000 and 4.846 dB/cm. The common value is the propagation loss, because changing the coupler has moved the other one.

Real rings are not identical. If the second has a loss of 2.2 dB/cm, its pair is 2.200 and 9.354 dB/cm. The closest values across the two pairs are 2.0 and 2.2, still the right ones. This rule works when the difference between the true losses is smaller than the other three separations, here 2.6, 4.5 and 7.4 dB/cm. Two rings with equal couplers and equal losses give no decision, since both members of the pair are then shared. If the couplers are equal and the losses differ, the closest values are those of the coupler, and the rule gives the wrong answer.

**Prior knowledge.** A separate measurement of the coupler, or a trusted upper limit on the loss, can also decide. The information then comes from outside the spectrum and should be reported with the result.

## Where the model fails

**Coupler loss.** Suppose both coupler amplitudes are multiplied by $g<1$. Then $u=gik+grc$ and $t=gr+gikc$, and the earlier elimination gives

$$t=gr-\frac{g^2k^2ae^{i\phi}}{1-grae^{i\phi}}
=g\,\frac{r-gae^{i\phi}}{1-r(ga)e^{i\phi}} .$$

Apart from the scale $g^2$, the intensity is that of an ideal ring with $a$ replaced by $ga$. The exchange now acts on $ga$ and $r$. If $g$ is known, the ambiguity remains as long as $r<g$; for $r>g$ the exchanged ring would need gain, since its round-trip amplitude would be $r/g$. If neither $g$ nor the detector scale is known, the ambiguity remains for $r>g$ as well, because an exchanged ring with a lossless coupler gives the same spectrum up to scale. Even the correct branch is biased, because coupler loss is counted as propagation loss. If the overall scale is fitted too, the bias for $g^2=0.99$ is $-10\log_{10}(0.99)/0.2=0.22$ dB/cm, or 11% of the true loss. With the scale held at one, the ideal model no longer fits exactly and the bias is different.

**Backscatter.** Let a lossless scatterer halfway round the ring have power reflection $R$ and field transmission $\tau=\sqrt{1-R}$, with reflected amplitude $i\sqrt R$. A backward wave $v$ now leaves the coupler on its other side. A reflected wave covers half the ring twice before it returns to the coupler, so it also acquires the factor $a$ and the full round-trip phase. Another position of the scatterer would change $v$ but not $t$, because only the product of the two reflected paths enters $t$. On resonance,

$$u=ik+r(\tau au+i\sqrt R\,av),\qquad v=r(\tau av+i\sqrt R\,au).$$

The second equation gives $v=i\sqrt R\,pu/(1-\tau p)$. Using $\tau^2+R=1$, the first then becomes

$$u=\frac{ik(1-\tau p)}{D},\qquad D=(1-\tau p)^2+Rp^2=1-2\tau p+p^2 .$$

The returning field is

$$c=\tau au+i\sqrt R\,av=au\,\frac{\tau(1-\tau p)-Rp}{1-\tau p}=au\,\frac{\tau-p}{1-\tau p}.$$

Inserting this in $t=r+ikc$ gives

$$t=r-\frac{k^2a(\tau-p)}{D}=\frac{r(1-\tau p)-a(\tau-p)}{D}.$$

The last step uses $k^2=1-r^2$ and $r^2a=rp$. Exchanging $a$ and $r$ at fixed $R$ no longer merely reverses the sign of $t$. In the difference of the squares the cross terms cancel, and

$$T(a,r)-T(r,a)=\frac{(r^2-a^2)\left[(1-\tau p)^2-(\tau-p)^2\right]}{D^2}
=\frac{(r^2-a^2)R(1-p^2)}{D^2}.$$

For $R=10^{-5}$, $10^{-4}$ and $10^{-3}$, the largest mismatch over the spectrum is 0.0007, 0.0066 and 0.062. The second value already exceeds the noise of 0.005 per point used above. Backscatter thus breaks the exact symmetry. This comparison exchanges $a$ and $r$ exactly. If the parameters are refitted, the wrong branch can adjust: for device A with $R=10^{-3}$, the values $a=0.9033$, $r=0.9506$ and $R=9.5\times10^{-4}$ reproduce the spectrum to within about $3\times10^{-4}$, far below the noise. Knowing $R$ does not help at this level: with $R$ held at $10^{-3}$, the values $a=0.9035$ and $r=0.9506$ still match to within about $9\times10^{-4}$. For this ring and this noise, backscatter up to $R=10^{-3}$ therefore does not make the choice in practice. Stronger reflection begins to: at $R=3\times10^{-3}$ the wrong branch leaves a largest residual of 0.002 with $R$ fitted and 0.007 with $R$ known.

**Coupler dispersion.** Let $k^2$ grow by 1% of its central value per nanometre while the true loss stays constant. Within one free spectral range, the spectrum differs from that of device B with constant parameters by at most $2\times10^{-5}$, far below the noise. Over a wide scan the false loss drifts, from 3.79 dB/cm at $-20$ nm to 5.96 dB/cm at $+20$ nm. Such a drift does not identify the coupler by itself, because a propagation loss that varies in the same way would give the same spectra.

## The example beside a real ring

The group index of 4.2 and the loss of 2 dB/cm are rough typical values for a single-mode silicon strip waveguide near 1550 nm. In a real ring the extracted loss is an average over the round trip and includes any bend loss. The absence of backscatter is an assumption that needs checking, since rough sidewalls reflect light. The reflections used above are assumed levels, and at the largest of them the ideal exchange fails by 0.06 in transmission.

Heating and nonlinear absorption are small at an input of 10 µW. If all the power lost on resonance heats the waveguide through a thermal resistance of roughly 240 K/W, the temperature rises by about 2 mK and the resonance moves by 0.13 pm, about 1% of its width. With rough silicon parameters, two-photon absorption adds about $2\times10^{-4}$ dB/cm, and absorption by the carriers it creates about $10^{-6}$ dB/cm. These effects grow with input power, so the estimates do not justify the linear model for a strongly driven ring. The program lists the parameter values used here.

## Computed results

```
Ring length: 2.0 mm; group index: 4.2
Wavelength: 1550 nm; true loss: 2.00 dB/cm
Power coupling, rings 1 and 2: 0.20, 0.35
True a and r, ring 1: 0.954993, 0.894427
Exchange error in T: 1.8e-15
Minimum T: 0.17249; half-depth phase: 0.15795 rad
Recovered product and difference: 0.854171, 0.060565
Recovered amplitude pair: 0.954993, 0.894427
Two possible losses: 2.000, 4.846 dB/cm
FSR: 0.2860 nm; full width at half depth: 14.38 pm
Random starts: 20; zero-residual fits: 20
Fits at true, exchanged pair: 9, 11
Noise standard deviation in T: 0.0050; points: 801
Noisy fit a>r: 2.003 +/- 0.004 dB/cm, rms 0.004929
Noisy fit a<r: 4.825 +/- 0.014 dB/cm, rms 0.004929
Round-trip time: 28.019 ps
Phase turns per FSR, true/exchanged: 1, 0
Resonant delay, true/exchanged: 605.9, -249.7 ps
Ring/input power, true/exchanged: 9.405, 4.138
Ring 2, equal loss: candidates 2.000, 9.354 dB/cm
  closest losses, rings 1 and 2: 2.000, 2.000 dB/cm
Ring 2, 10% higher loss: candidates 2.200, 9.354 dB/cm
  closest losses, rings 1 and 2: 2.000, 2.200 dB/cm
Coupler power transmission with excess loss: 0.99
Resulting loss bias on true branch: 0.218 dB/cm
Back reflection 1e-05: exchange mismatch 0.00067
Back reflection 1e-04: exchange mismatch 0.00664
Back reflection 1e-03: exchange mismatch 0.06190
Relative coupling slope: 1.0 %/nm
Dispersion mismatch over one FSR: 1.93e-05
False loss at -20, +20 nm: 3.786, 5.959 dB/cm
Input power: 10.0 uW
Thermal resistance: 238.1 K/W
Heating bound: 1.970 mK, 0.131 pm
Two-photon loss: 2.04e-04 dB/cm
Free-carrier loss: 1.09e-06 dB/cm
```
